# Why hydrogen resist stripping can spare methyl groups in low-k films, part 2

Neutral O or H radicals strip resist while a porous organosilicate film is exposed to the same flux. Which radical costs the film more Si-CH3 for equal resist removal? Energies are in eV and lengths in nm; subscripts O and H name the radical.

Per hit, an intact site loses a hydrogen with probability \(a\), becoming SiCH2, which captures an incoming atom with probability \(q\). A fraction \(b\) of captures destroys the site; the rest restore it. For oxygen, \(b=1\). After \(N\) hits per site, the intact fraction \(M\) and SiCH2 fraction \(R\) obey

\[
\frac{dM}{dN}=-aM+q(1-b)R,\qquad
\frac{dR}{dN}=aM-qR.
\]

For \(a\ll q\), the net loss probability per hit is \(p=ab\).

With site area \(s\), resist thickness \(h\), resist carbon density \(n_C\) and \(Y\) resist carbons removed per hit, the surface hits and exposure are

\[
N=\frac{shn_C}{Y},\qquad
F=Nab=\frac{shn_C\,ab}{Y}.
\]

In pores of diameter \(d\), with path longer than depth \(z\) by a factor \(\tau\) and recombination probability \(g\) per wall hit, diffusion makes the hits fall as \(e^{-z/\lambda}\), where

\[
\lambda=\frac{d}{\tau\sqrt{3g}}.
\]

The damage depth \(\delta\) is the thickness of completely depleted film containing the same total loss. For a film much thicker than \(\lambda\),

\[
\delta=\lambda\int_0^F\frac{1-e^{-u}}{u}\,du
\equiv\lambda\,\mathrm{Ein}(F).
\]

A restored methyl may break off before it cools. For \(m\) classical oscillators sharing energy \(E\), with \(E_0\) needed for break-up, attempt rate \(\nu\) and cooling rate \(k_c\), the break-up fraction is

\[
f=\frac{\nu}{k_c}\left(1-\frac{E_0}{E}\right)^{m-1}.
\]

Five oscillators give about 0.09, or about 0.01 after correcting for thermal energy and gradual cooling. The reaction energies behind this use SiH3CH3 in place of the film site.

The questioner has now asked for numbers.

**A.** Take a 150 nm film with 2 nm pores and \(\tau=1.5\), exposed while 300 nm of resist is stripped at 523 K. Let \(s=0.10\ \mathrm{nm^2}\) and \(n_C=50\ \mathrm{nm^{-3}}\). These and the following are round model parameters:

| Quantity | O | H |
|---|---:|---:|
| Abstraction barrier, eV | 0.30 | 0.38 |
| Resist carbons per hit, \(Y\) | 0.005 | 0.0003 |
| Recombination probability, \(g\) | 0.001 | 0.0003 |
| Destroying fraction, \(b\) | 1 | 0.01 |

With \(a=0.02\,e^{-E/kT}\) and \(kT=0.0451\) eV, \(a_O=2.57\times10^{-5}\) and \(a_H=4.36\times10^{-6}\). Hydrogen attacks 5.9 times less efficiently per hit. Both values are far below the assumed \(q=0.3\), as the kinetics requires.

The number of hits is \(N=0.10\times300\times50/Y=1500/Y\), or \(3.0\times10^5\) for oxygen and \(5.0\times10^6\) for hydrogen. Hence \(a_ON_O=7.7\) but \(a_HN_H=21.8\). At equal resist removal, hydrogen makes more abstractions per intact surface site, not fewer.

Restoration reverses the order:

\[
F_O=7.71,\qquad F_H=21.8\times0.01=0.218.
\]

The decay lengths are \(\lambda_O=24.3\) nm and \(\lambda_H=44.4\) nm, so

\[
\delta_O=24.3\times2.62\simeq64\ \mathrm{nm},\qquad
\delta_H=44.4\times0.207\simeq9\ \mathrm{nm}.
\]

As a test, I solved the diffusion equation on a grid and propagated both site equations at each depth, without assuming \(p=ab\). The results were 63.8 nm for oxygen and 9.2 nm for hydrogen, equal to the formula at the digits printed. This tests the kinetics, not the diffusion approximation. Exact wall-to-wall transport from the pore mouth, where the wall flux is 2 to 3% below the outside flux, gives 62 and 8.9 nm.

**Q.** Which difference is responsible: slow attack or restoration?

**A.** Change one at a time, holding \(Y\) and \(g\) fixed. If hydrogen keeps its slow attack but loses restoration, \(b=1\), its damage depth becomes 163 nm. This thick-film value exceeds the 150 nm film, so it signals heavy damage throughout rather than a real depth. Slow attack alone does not make hydrogen better here.

If hydrogen instead keeps \(b=0.01\) but attacks as readily as oxygen, its damage depth is 43 nm, still below oxygen's 64 nm. For these parameters restoration alone suffices, and slower attack widens the margin.

The comparison at equal hits is different. After \(3.0\times10^5\) hits, hydrogen without restoration would have \(aN=1.3\), against 7.7 for oxygen. But it would have removed only 18 nm of resist, because its \(Y\) is 0.06 times that of oxygen.

**Q.** How good must restoration be?

**A.** The two thick-film damage depths are equal at \(b=0.105\) (0.107 for the 150 nm film). You can verify this from \(F_H=21.8\times0.105=2.29\), for which \(\mathrm{Ein}(F_H)\simeq1.44\) and \(\delta_H\simeq64\) nm. Hydrogen wins in this example if fewer than about one capture in ten destroys the site. The assumed \(b=0.01\) lies below that threshold, but it is an assumption; the five-oscillator estimate is nominally 0.09 and about 0.01 with both corrections, but it scales roughly as \(\nu/k_c\), and both rates were assumed.

**Q.** My hydrogen line is never free of oxygen. Does that matter?

**A.** Suppose there are \(\epsilon\) oxygen hits per hydrogen hit. Oxygen captures radical sites that hydrogen would have restored, adding about \(\epsilon a_H\) to the loss probability if both atoms are captured with the same \(q\); otherwise this term is multiplied by \(q_O/q_H\). It also attacks intact sites. Hydrogen would restore most of the SiCH2 sites made in this way, so in the model this attack adds only \(b\epsilon a_O\). As a worst case, let every such attack destroy its site, adding \(\epsilon a_O\). To first order in \(\epsilon\), the worst case is

\[
p=a_H(b+\epsilon)+\epsilon a_O.
\]

This holds at the surface. If the oxygen penetrated as deeply as the hydrogen, \(\epsilon=10^{-3}\) would raise the damage depth from 9 to 15 nm. That is an upper bound only for an impurity that decays faster than hydrogen; one that did not recombine at all would give close to 30 nm in the 150 nm film. With the assumed recombination probabilities, oxygen decays over the shorter length \(\lambda_O\), so the local ratio falls with depth, and the worst case is then 12 nm. With \(b\epsilon a_O\) in place of \(\epsilon a_O\) the depth rises only to about 10 nm in either case. Dividing the worst-case \(p\) by \(a_H\) gives an effective destroying fraction \(b+\epsilon(1+a_O/a_H)=0.01+6.9\epsilon\). It reaches 0.105 at \(\epsilon\simeq0.014\), which is the break-even impurity only if oxygen penetrates as deeply as hydrogen. With oxygen decaying over \(\lambda_O\), the worst-case depth reaches 64 nm at \(\epsilon\simeq0.046\). These values hold \(Y_H\) fixed. Oxygen also removes resist, and with \(Y_H+\epsilon Y_O\) in place of \(Y_H\) the exposure at \(\epsilon=0.046\) falls to 0.57 of its value and the depth to 50 nm. The break-even then moves to just under 0.02 for equal penetration, and to between 0.2 and 0.5 for oxygen decaying over \(\lambda_O\), which is no longer a trace impurity.

**Q.** What else could move these numbers?

**A.** The finite film matters little for the two base cases. With a closed back at depth \(L\), the radical profile is \(\cosh[(L-z)/\lambda]/\cosh(L/\lambda)\). At small \(F\), integration changes \(\lambda F\) into \(\lambda F\tanh(L/\lambda)\). For hydrogen \(L/\lambda=3.4\), and the factor is 0.998. The full calculation leaves both depths unchanged at the printed digits and gives 57% of the methyl kept after oxygen and 94% after hydrogen. These percentages assume that every methyl lines a pore wall. At porosity \(p\) the wall area per film volume is \(4p/d\), which holds at most 5 methyls per nm\(^3\) for \(p=0.25\) and \(s=0.10\ \mathrm{nm^2}\). A methyl-rich film can reach or exceed this, and methyl buried in the skeleton lies outside the model.

Radicals consumed by methyl were omitted from the transport. Counting one abstraction and one capture, and treating every wall hit as a hit on methyl, their loss relative to recombination is \(2a/g\): 5% for oxygen and 3% for hydrogen. Since \(\lambda\propto g^{-1/2}\), the decay lengths shrink by at most about half those percentages; depleted walls stop consuming radicals, and both damage depths fall by about 1.5%.

Tunnelling can speed hydrogen transfer. For an assumed barrier frequency of 1500 cm\(^{-1}\), the Wigner factor \(1+(\hbar\omega/kT)^2/24\) is 1.71. Here \(\hbar\omega/kT\) is about 4, outside the small-ratio regime of that expansion, so this is only a size estimate. Applied to hydrogen alone, it raises \(\delta_H\) to 15 nm. A symmetric Eckart barrier of 0.38 eV with the same frequency gives a factor of 2.2 and \(\delta_H=19\) nm.

Two changes can favour oxygen. If its recombination probability is tripled on all walls from the start, \(\delta_O\) falls to 37 nm. If only damaged walls triple it, in proportion to the local methyl loss, the intact walls ahead of the front still pass radicals and \(\delta_O\) falls only to 48 nm. If the oxygen ash runs at 373 K, both methyl attack and resist removal slow down. With an assumed resist barrier of 0.20 eV, \(F_O\) changes by

\[
\exp\!\left[-(0.30-0.20)
\left(\frac1{kT_{373}}-\frac1{kT_{523}}\right)\right],
\]

with energies in eV. Cooling helps here because the assumed methyl barrier is the higher one, and \(\delta_O\) becomes 42 nm with recombination held fixed. If the resist barrier exceeds 0.30 eV, cooling hurts instead: 0.40 eV gives 86 nm.

Put tunnelling and the worst-case effect of a 0.1% impurity on the hydrogen side, and the cooler ash and uniformly tripled recombination on the oxygen side. The depths are then 21 nm for hydrogen (18 nm if the impurity decays over \(\lambda_O\)) and 24 nm for oxygen. These use the Wigner factor. With the Eckart factor the hydrogen depth is 25 nm (22 nm if the impurity decays over \(\lambda_O\)), so with every change set against hydrogen the order is undecided. If only damaged walls triple the recombination, the oxygen depth is 34 nm instead of 24 nm, and hydrogen keeps its lead.

**Q.** How should I compare this with a real stripper?

**A.** Pores of about 2 nm and a heated hydrogen strip near 523 K are in the rough range of practice. At a chosen radical density of \(10^{15}\ \mathrm{cm^{-3}}\), the parameters imply strip times of 14 s for oxygen and 60 s for hydrogen, which are plausible process times. The recombination probabilities, barriers and \(b\) are not measurements of your film. Real patterned wafers also break the assumption of full exposure throughout the strip, since a mask or narrow trench can shield the dielectric. If it receives half the hits in both processes, \(\delta_H\) roughly halves, to about 5 nm, because \(F_H\) is small. The oxygen depth falls by only about \(\lambda_O\ln2=17\) nm, to 47 nm. Ions or ultraviolet light reaching the wafer would add damage that this model does not contain.

**Q.** What would you measure on my tool to decide the matter?

**A.** Measure methyl loss against depth after equal resist removal, rather than after equal time. Plot \(-\ln M\), which equals \(Fe^{-z/\lambda}\) away from the back of the film. Its decay gives \(\lambda\), and its surface value gives \(F\), hence \(ab/Y\) once \(s\), \(h\) and \(n_C\) are known. Fitting the loss \(1-M\) itself gives about 48 nm instead of 44 nm for the hydrogen example. For oxygen the surface is saturated (loss 0.9996), so \(F_O\) must be taken from a much shorter exposure. Then add a small, known oxygen fraction to the hydrogen. If the model applies, the surface value \(F_H\) should rise linearly by about \(N_H\epsilon(a_H+ba_O)\), where \(\epsilon\) counts atom hits rather than feed fraction, at fixed hydrogen exposure and equal capture probabilities for the two atoms. At equal resist removal the rise is smaller, \(19\epsilon\) instead of \(23\epsilon\) in the example, because the oxygen also strips resist; this rise is linear only at small \(\epsilon\) and is about \(17\epsilon\) at \(\epsilon=0.01\). If every oxygen attack destroys its site, the rise is instead \(N_H\epsilon(a_H+a_O)\). The surface methyl loss in pure hydrogen depends on \(a_H\) and \(b\) only through the product \(a_Hb\), so it cannot separate the two factors. The depth depends weakly on \(a_H\) alone through radical uptake: at fixed \(a_Hb\), a tenfold \(a_H\) lowers it from about 9 to 8 nm. Deuterium can help: replacing the hydrogen feed by deuterium should leave C-D bonds in surviving methyl groups if abstraction and restoration occur. Their absence at an exposure where the model predicts many abstractions would count against this explanation. Their presence does not show that \(b\) is small: even \(b=0.5\) would deuterate more than half of the survivors at every depth in the example. The useful quantity is the fraction of survivors without deuterium, about \(\exp[-a(1-b)Ne^{-z/\lambda}]\), where \(a\) is the value for D atoms and may differ from \(a_H\). The numerical output below gives the remaining values for the example.

## Computed results

```
Reaction energies, eV (B3LYP | MP2, def2-SVP, no zero-point):
  SiH3CH3 + H -> SiH3CH2 + H2: -0.03 | 0.30
  SiH3CH3 + O -> SiH3CH2 + OH: 0.12 | 0.40
  SiH3CH2 + H -> SiH3CH3: -4.62 | -4.56
  SiH3CH2 + H -> SiH3 + CH3: -0.80 | -0.63
  SiH3CH2 + O -> SiH3 + CH2O: -3.70 | -3.72
  SiH3 + OH -> SiH3OH: -5.14 | -5.35
Temperature 523 K, kT 0.0451 eV
Pore diameter 2.0 nm, tortuosity 1.5, film 150 nm
Site area 0.1 nm2, resist 300 nm, carbon 50 nm^-3
Abstraction prefactor 0.02, barriers O 0.3, H 0.38 eV
Abstraction probability per hit: O 2.571e-05, H 4.358e-06
Abstraction ratio O/H: 5.90
Resist carbons per hit: O 5.0e-03, H 3.0e-04
Wall recombination probability: O 1.0e-03, H 3.0e-04
Destroying fraction b: O 1, H 0.01; capture q 0.3
Radical density 1.0e+15 cm^-3
Strip rate: O 20.8 nm/s, H 5.0 nm/s
Strip time: O 14.4 s, H 60.3 s
Hits per methyl site: O 3.00e+05, H 5.00e+06
Abstractions per site at the surface, a*N: O 7.71, H 21.79
Exposure F: O 7.714, H 0.218
Ein(F): O 2.620, H 0.207
Decay length: O 24.3 nm, H 44.4 nm
Straight pore, O: walk 35.9 nm, formula 36.5 nm
Damage depth, formula: O 63.8 nm, H 9.2 nm
Damage depth, grid: O 63.8 nm, H 9.2 nm
Damage depth ratio O/H: 6.9
Surface methyl kept: O 4.47e-04, H 0.804
H without restoration (b=1): 162.6 nm
H with abstraction as fast as O: 43.0 nm
Critical destroying fraction for H: 0.105
Neglected effects:
  Finite film, damage depth: O 63.8 nm, H 9.2 nm
  Finite film, methyl kept: O 57.5 %, H 93.9 %
  Methyl uptake/recombination: O 0.051, H 0.029
  Tunnelling (1500 cm^-1): factor 1.71, H depth 15.1 nm
  O impurity 1.0e-03 per H hit: H depth 15.0 nm
  O recombination tripled: O depth 36.8 nm
  O ash at 373 K (resist barrier 0.2 eV): O depth 42.3 nm
  All against H: O 24.4 nm, H 21.1 nm
  Bonds: C-H 4.62 eV, Si-C 3.82 eV
  Hot-site break-up fraction: 8.0e-05 (9 modes, 1e+14 and 1e+12 s^-1)
```
